One-step photoemission from layered crystals: atomic, intralayer, interlayer and surface terms, part 2

Problem: apportion a layered crystal's photoemission to atom, layer, stack and surface. SI units; z points inward; barrier at z_b (z′ = 0), vacuum level V0. Layer j: one atom per cell A_c at c_j = (c_j∥, z_j), potential V(r), radius R; g: reciprocal vectors. Light (polarisation ε, amplitude A0, frequency ω) raises E1 to E2; inside,

ζ_n = E_n + iΓ_n,  κ_n² = 2mζ_n/ħ²,  Im κ_n > 0,  n = 1, 2,  (2)

Electrons leave with (k∥, −k_z), length k. ψ_L: LEED state, incident −k∥. Source s emits

α_0 = [m/(iħ²k_z A_c)] ∫_cell ψ_L s d³r.  (8)

Undamped (V_tot: total potential; ψ_i: initial state),

∫ψ_L p ψ_i = (i/ω) ∫ψ_L (∇V_tot) ψ_i.  (11)

With D = V′(r) ε·r̂ in spheres, D_s δ(z′) at z_b, D_s = −V0 ε_z, hole wave χ, retarded Green function G1⁺,

dN/(dt dE dΩ) = 2 · [mk/((2π)²ħ³)] · (eA0/2mω)² · (−Im J/π),  (13)
J = ∫_cell d³r ψ_L(r) D(r) χ(r),  χ(r) = ∫d³r′ G1⁺(r, r′) D(r′) ψ_L*(r′).  (14)
−Im J = Γ1 ∫_(cell, z′>0) |χ|² d³r ≥ 0.  (19)

Y_L: real harmonics, L = (l, m); outside spheres R_l = j_l + t_l h_l, H_l = h_l; G_at: isolated sphere.

G_at(r, r′) = −(2miκ/ħ²) Σ_L R_l(r<) H_l(r>) Y_L(r̂) Y_L(r̂′).  (21)
b⁰_L = −(2miκ/ħ²) ∫R_l Y_L s d³r.  (22)

C_(LL′L″): triple-harmonic integral; v: intersite vector.

h_l′Y_L′(r + v) = Σ_L [4π Σ_L″ i^(l−l′+l″) C_(LL′L″) h_l″(κv) Y_L″(v̂)] j_l(κr) Y_L(r̂).  (27)

K_g, k_g: normal wave numbers inside, outside at parallel q + g; β: launched beams.

β2_g = δ_(g0) 2k_z/(k_z + K2_0).  (30)
β1_g = 2mσ_g/[iħ²(K1_g + k1_g)].  (31)
wave = G_at s_j + Σ_L a_jL R_l Y_L.  (32)

a, b: regular, outgoing amplitudes; b⁰: from sources; a_j^ext: from elsewhere; X: intralayer propagation; W: out-of-plane paths; r_g: barrier reflection; Q^±, P^±: plane–spherical conversions; Λ, Θ: barrier-to-site, site-to-barrier propagators.

W_ji = (1 − δ_ij) Σ_g Q^±_g e^(i(q+g)·(c_j∥−c_i∥) + iK_g|z_j−z_i|) P^±_g + Σ_g Λ_(j,g) r_g Θ_(g,i),  (35)
[1 − (X + W)t] a = (X + W)b⁰ + Λβ.  (38)
a_j = (1 − Xt)^(−1) X b⁰_j + (1 − Xt)^(−1) a_j^ext ≡ a_j^intra + a_j^inter.  (39)

9. The four contributions

Final state. Take ζ2, q = −k∥, b⁰ = 0 and β from (30). The solution of (38) is called A_jL and the barrier field F2_g. In sphere j, ψ_L = Σ A_jL R2_l Y_L, and on the barrier ψ_L = Σ F2_g e^(i(−k∥+g)·ρ).

Vertices. Project Dψ_L in sphere j on Y_L′:

u_jL′(r) = ∫Y_L′ D ψ_L dΩ = V′(r) Σ_L A_jL Ξ_(LL′) R2_l(r),  Ξ_(LL′) = ∫Y_L (ε·r̂) Y_L′ dΩ.  (40)

Since ε·r̂ is a harmonic of order one and odd parity, Ξ vanishes unless l′ = l ± 1; for example Ξ between Y_00 and Y_10 is ε_z/√3. As D and Y_L′ are real, the projection of the source Dψ_L* is u*_jL′. Define

M_jL = ∫r² u_jL R1_l dr,  M̃_jL = ∫r² u*_jL R1_l dr.  (41)

R1_l is complex and is not conjugated in either, so M̃ is not M*. Writing |M|² in place of MM̃ is therefore wrong. By (22),

b⁰_jL = −(2miκ1/ħ²) M̃_jL.  (42)

On the barrier ψ_L* = Σ F2*_g e^(i(k∥−g)·ρ), and relabelling g → −g gives the source for (31):

σ_g = D_s F2*_(−g).  (43)

Hole wave. Take ζ1, q = +k∥, with (42), (43) and (31). The solution of (38) is a_jL, split as in (39), and the barrier field is F1_g.

Assembly. The column contains one atom of each layer and one cell of barrier. Insert (32) with (39) in (14). The G_at term uses (21) with the angular integrals done by (40). The regular terms give Σ M a. On the barrier the cell integral of e^(i(g+g′)·ρ) is A_c when g′ = −g and zero otherwise. The result is exact within the model:

J = J_atom + J_intra + J_inter + J_surf,  (44)
J_atom = −(2miκ1/ħ²) Σ_jL ∫∫ r²dr r′²dr′ u_jL(r) R1_l(r<) H1_l(r>) u*_jL(r′),  (45)
J_intra = Σ_j M_j (1 − Xt)^(−1) X b⁰_j,  (46)
J_inter = Σ_j M_j (1 − Xt)^(−1) a_j^ext = Σ_j M_j a_j − J_intra,  (47)
J_surf = A_c D_s Σ_g F2_(−g) F1_g,  (48)

with X and t taken at ζ1 and q = +k∥, and M_j a row vector in L.

The separation concerns the hole Green function only. Every term contains the full final state, so even J_atom depends on the whole crystal through A_jL. In J_atom the hole wave is created and absorbed in the same atom as if it were alone in the damped medium, which, apart from the variation of A_jL with E2, carries no band structure: as a function of E1 it shows only the levels and resonances of the atom and the onset of its continuum at E1 = 0, the branch point of κ1, each broadened by Γ1. J_intra corrects this to the two-dimensional bands of one layer, which appear where det(1 − Xt) is small. J_inter adds the coupling between layers and, through r_g in (35), the reflection at the barrier. The levels of the whole system, three-dimensional bands and surface states, lie where the determinant of (38) is small, and they enter both a_j and F1_g, hence both J_inter and J_surf. J_surf is absorption at the potential step.

The sorting is a convention. A term is assigned by the position of the left factor D in (14). Because (38) is linear, a and F1 each split into a part driven by b⁰ and a part driven by β, so that

J_inter = J_inter^sph + J_inter^bar,  J_surf = J_surf^sph + J_surf^bar,  (49)

the superscript naming the source. The two sphere–barrier cross terms land in different contributions, and they are in general not equal, because the sources are complex, and not complex conjugates, because G1⁺ is not Hermitian.

Equation (19) fixes the sign of some combinations only. It makes −Im non-negative for J, for J_atom of each layer (source in one sphere, Green function of the isolated atom), for J_atom + J_intra of each layer (Green function of the isolated layer), for the sphere–sphere sum J_atom + J_intra + J_inter^sph, and for J_surf^bar. The quantities J_intra, J_inter and J_surf are corrections or contain cross terms and can have either sign. They are not partial currents.

Two limits. For V = 0 all t, u and b vanish, F2_0 = β2_0, F1_0 = β1_0, and

J = A_c D_s² |β2_0|² · 2m/[iħ²(K1 + k1)].  (50)

Let Γ1 → 0 with K1 real and k1 = iλ. Then −Im[1/(iw)] = Re(1/w) = K1/(K1² + λ²) for w = K1 + iλ, and K1² + λ² = 2mV0/ħ² from the definitions of K1 and k1. Hence

−Im J = A_c V0 ε_z² K1 |2k_z/(k_z + K2_0)|².  (51)

A free-electron metal emits only through the surface and only for light with a field component normal to it. The factor K1 makes the current vanish at E1 = ħ²|k∥|²/2m, the lowest energy of the band at the given k∥ and the bottom of the band only for normal emission. There the squared amplitude of the standing wave at the step falls as K1², faster than the one-dimensional density of states 1/K1 grows. In the opposite limit of a core-like hole, or of large Γ1, Im κ1 is large, X, W, Λ and Θ fall exponentially with the distances between sites and between site and barrier, and provided the spheres touch neither one another nor the barrier this outweighs the growth of M and b⁰, at most as exp(R Im κ1), and of t, at most as exp(2R Im κ1) (near an atomic level Γ1 must exceed the width of the core band); only J_atom and J_surf^bar survive, the latter falling merely as 1/|K1_g + k1_g| by (31). For a core-like hole K1_g and k1_g are almost purely imaginary, so −Im J_surf^bar is a weak background proportional to Γ1, negligible against the atomic line; the angular pattern then comes from A_jL alone, which is photoelectron diffraction. For a finite cluster the same equations hold with site indices in place of j, (27) in place of X + W, a plane wave of vector opposite to the emission direction as the incident beam, and no surface term; refraction at the barrier is then absent, and for Γ2 > 0 the place where the damped incident wave has unit amplitude must be fixed by a separate assumption. The semi-infinite crystal is the limit of many layers, reached exponentially because both waves are damped.

The result fails where its assumptions do. Near the plasma frequency of a simple metal the field varies strongly across the surface, and J_surf computed with uniform A and an abrupt step is only indicative. Satellites and secondary electrons lie outside the independent-particle picture with a constant Γ. Open or covalent structures are poorly described by spherical potentials, and heavy elements need spin–orbit coupling.

10. Worked example

The inputs are chosen model values, not measured ones: a bcc (001) stack with a = 0.423 nm, layer spacing d = a/2 = 0.2115 nm, sites c_j = j(a/2, a/2, d) and A_c = a² = 1.78929×10⁻¹⁹ m². The model well is V = −U(1 − r²/R²)³ with U = 10 eV and R = 0.18 nm; the nearest-neighbour distance √3a/2 = 0.366 nm exceeds 2R = 0.36 nm. It is a smooth stand-in without core states, not a self-consistent potential. Further V0 = 5 eV, z_b = −0.19 nm, E1 = 1.8 eV (taken as occupied), ħω = 15 eV, Γ1 = 0.5 eV, Γ2 = 2 eV, with 1 eV = 1.602177×10⁻¹⁹ J. Emission is at 20° polar angle and 30° azimuth from the x axis, a cube edge. The light is p-polarised in the xz plane, incident at 45° with 10⁴ W/m², so ε = (0.70711, 0, −0.70711) and D_s = −(5 eV)(−0.70711) = 3.53553 eV = 5.66455×10⁻¹⁹ J.

Kinematics. E2 = 16.8 eV and the kinetic energy is 11.8 eV. With ħ²/2m = 6.10426×10⁻³⁹ J m², k² = 11.8 × 1.602177×10⁻¹⁹/6.10426×10⁻³⁹ = 3.09713×10²⁰ m⁻², so k = 1.75987×10¹⁰ m⁻¹, k_z = 1.65373×10¹⁰ m⁻¹ and k∥ = (5.21269, 3.00955)×10⁹ m⁻¹. From (2), κ1 = (6.93821 + 0.945736i)×10⁹ m⁻¹ and κ2 = (21.0358 + 1.24772i)×10⁹ m⁻¹. The intensity decay length 1/(2 Im κ2) is 0.40 nm, about two layer spacings.

Scattering amplitudes. The radial equation was solved by power series, which converge everywhere for a polynomial potential.

l = 0: t1 = −0.59924 + 0.50258i, t2 = −0.19668 + 0.43447i
l = 1: t1 = −0.01133 + 0.02612i, t2 = −0.08681 + 0.26367i
l = 2: t1 = −0.00037 + 0.00049i, t2 = −0.01714 + 0.06599i

The hole is scattered almost purely in the s wave, and strongly. For l = 0, 1 + 2t1 = −0.19848 + 1.00515i has modulus 1.025, greater than one. This violates nothing. The reference waves j_l and h_l already contain the damping of the medium, so the modulus only compares absorption with and without the well. To first order in Γ the continued phase shift has Im δ_l = Γ dδ_l/dE, and |1 + 2t_l| ≈ exp(−2Γ dδ_l/dE). The modulus exceeds one where δ_l falls with energy, that is, where the time delay 2ħ dδ_l/dE is negative, as it is slightly for l = 0 at this energy. An attractive well does not guarantee this: for l = 1 the table gives 1 + 2t1 = 0.97734 + 0.05224i, of modulus 0.979.

Three layers. Equations (38) to (48) were evaluated with l ≤ 6 and 569 beams, X being summed in real space. In units of 10⁻²⁸ J m:

layer 0: atom −0.559016 − 2.47819i, intra 0.422351 + 0.337689i
layer 1: atom −0.258557 − 0.970165i, intra 0.148441 + 0.132322i
layer 2: atom −0.173754 − 0.602829i, intra 0.0654342 + 0.0961997i
J_atom = −0.991326 − 4.05118i
J_intra = 0.636227 + 0.566211i
J_inter^sph = −2.56611 − 2.80682i, J_inter^bar = 1.69844 + 3.27413i
J_surf^sph = −1.78774 + 1.17478i, J_surf^bar = −4.24402 − 1.96630i
J = −7.25452 − 3.80918i

So −Im J_inter = 2.80682 − 3.27413 = −0.46731 and −Im J_surf = 1.96630 − 1.17478 = 0.79152, and the four parts add as 4.05118 − 0.56621 − 0.46731 + 0.79152 = 3.80918.

Rate. With ω = 2.27890×10¹⁶ s⁻¹ the intensity gives A0 = 1.20449×10⁻¹³ V s/m and (eA0/2mω)² = 2.16044×10⁻³⁷ m², and mk/((2π)²ħ³) = 3.46242×10⁸⁰ J⁻² m⁻³ s⁻¹. Equation (13) gives

2 × 3.46242×10⁸⁰ × 2.16044×10⁻³⁷ × 3.80918×10⁻²⁸/π = 1.81399×10¹⁶ s⁻¹ J⁻¹ sr⁻¹ per cell.

The photon rate on a cell is 10⁴ × 1.78929×10⁻¹⁹ × 0.70711/(15 × 1.602177×10⁻¹⁹) = 526.458 s⁻¹, so the yield is 1.81399×10¹⁶ × 1.602177×10⁻¹⁹/526.458 = 5.5205×10⁻⁶ per photon, eV and steradian. Its parts are 5.8712×10⁻⁶ (atomic), −0.82059×10⁻⁶ (intralayer), −0.67726×10⁻⁶ (interlayer) and 1.1471×10⁻⁶ (surface).

The total is close to the atomic term, but not because the other processes are weak. The sphere–sphere sum is 4.05118 − 0.56621 + 2.80682 = 6.29179 and the barrier–barrier term is 1.96630, both positive as (19) demands. The two cross terms together give −(3.27413 + 1.17478) = −4.44891, and 6.29179 + 1.96630 − 4.44891 = 3.80918. Emission from the atoms and from the step interferes destructively here and removes more than half of the incoherent sum 8.25809. The cross term respects the Cauchy–Schwarz bound for the positive form (19), 2(6.29179 × 1.96630)^(1/2) = 7.035. The small J_inter is the difference of two large numbers and would change sign if J_inter^bar were counted as surface emission. The atomic terms fall by factors 0.39 and 0.62 from layer to layer, whereas pure damping of the refracted g = 0 beam, with K2_0² = κ2² − |k∥|² and Im K2_0 = 1.302×10⁹ m⁻¹, would give exp(−2 × 1.302×10⁹ × 2.115×10⁻¹⁰) = 0.58; the difference is elastic scattering in the amplitudes A_jL.

Independent computation. The same model was solved without partial waves: the three-dimensional Schrödinger equation was expanded in 101 beams, with analytic Fourier components of the well, and the coupled equations in z were integrated by the Numerov method with step 0.005 nm. The g = 0 LEED field on the barrier is 0.902192 − 0.0334623i by both methods. With each layer placed alone in the uniform medium, the Numerov values of atom plus intralayer, in 10⁻²⁸ J m, are −0.136653 − 2.14050i, −0.110109 − 0.837841i and −0.108315 − 0.506628i, against −0.136665 − 2.14050i, −0.110115 − 0.837842i and −0.108319 − 0.506629i from (45) and (46). The four terms of (49) come out as −2.56609 − 2.80681i, 1.69844 + 3.27413i, −1.78773 + 1.17478i and −4.24402 − 1.96630i, and the total as −7.25449 − 3.80917i. The residual differences sit mainly in the real parts of the sphere terms.

Equation (8) was tested by solving directly for the wave at E2 with Bloch vector +k∥ driven by the source Dχ and reading its g = 0 amplitude in vacuum; multiplied by iħ²k_zA_c/m it gives −7.25449 − 3.80917i, which is J. The right side of (19) gives 3.80917×10⁻²⁸ J m. Finite differences of the driven radial equation give J_atom = −0.991326 − 4.05118i, as in (45). The direct nearest-layer term of (35) at the hole energy agrees with the real-space sum of (27): with each element weighted by |t_l t_l′|^(1/2), the largest difference is 5.0×10⁻⁹ of the largest weighted element. For (11), a deeper real well with U = 30 eV has an s level at −5.01393 eV; for a transition with ħω = 20 eV to the p continuum, the radial integrals ∫r²R_1 f_0′ dr over all space and −∫r²R_1V′f_0 dr/ħω over the sphere, with f_0(0) = 1, both equal (−1.05772 − 1.70705i)×10⁻²¹ m².

Thick crystal. With l ≤ 5 and 293 beams, −Im J in 10⁻²⁸ J m is:

14 layers: atom 4.6508, intra −0.66147, inter −0.18137, surf 0.50107, total 4.3090
18 layers: atom 4.6518, intra −0.66164, inter −0.17904, surf 0.50084, total 4.3120

The totals differ by 0.07 per cent. The interlayer term converges most slowly, changing by 0.0023, or 1.3 per cent of its own value. The surface term drops from 0.7915 for three layers to 0.5008 although the barrier is unchanged, since the barrier fields in (48) contain the waves that the deeper layers emit or scatter back; most of the change lies in the sphere-driven part J_surf^sph. For 18 layers the rate is 2.0534×10¹⁶ s⁻¹ J⁻¹ sr⁻¹ per cell and the yield is 6.2492×10⁻⁶ per photon, eV and steradian, made up of 6.7417×10⁻⁶, −0.95889×10⁻⁶, −0.25947×10⁻⁶ and 0.72585×10⁻⁶; three layers give 5.5205/6.2492, or 88 per cent, of this value.

Calculated quantities

```
a = 0.42300000000000004 nm, d = 0.21150000000000002 nm, R = 0.18 nm, z_b = -0.19 nm, A_c = 1.78929e-19 m^2
U = 10.0 eV, V0 = 5.0 eV, E1 = 1.8 eV, hw = 15.0 eV, E2 = 16.8 eV
Gamma1 = 0.5 eV, Gamma2 = 2.0 eV, E_kin = 11.8 eV, 1 eV = 1.602177e-19 J
emission 20 deg polar, 30 deg azimuth; light 45 deg p-pol, 1e+04 W/m^2
eps = (0.70711, 0, -0.70711); D_s = 3.53553 eV = 5.66455e-19 J
hbar^2/2m = 6.10426e-39 J m^2; omega = 2.27890e+16 1/s
k = 1.75987e+10, k_z = 1.65373e+10 1/m
k_par = (5.21269e+09, 3.00955e+09) 1/m
kappa1 = 6.93821e+09 +9.45736e+08i 1/m; kappa2 = 2.10358e+10 +1.24772e+09i 1/m
l = 0: t1 = -5.99240e-01 +5.02577e-01i; t2 = -1.96676e-01 +4.34473e-01i (no unit)
l = 1: t1 = -1.13347e-02 +2.61201e-02i; t2 = -8.68051e-02 +2.63671e-01i (no unit)
l = 2: t1 = -3.74634e-04 +4.91071e-04i; t2 = -1.71413e-02 +6.59859e-02i (no unit)
LEED g=0 field at barrier: MS 9.02192e-01 -3.34623e-02i; Numerov 9.02192e-01 -3.34623e-02i
A0 = 1.20449e-13 V s/m; (eA0/2m omega)^2 = 2.16044e-37 m^2
mk/((2pi)^2 hbar^3) = 3.46242e+80 1/(J^2 m^3 s); photons on cell = 5.26458e+02 1/s
form test: U = 30.0 eV, hw = 20 eV, bound level -5.01393 eV
  velocity -1.05772e-21 -1.70705e-21i; acceleration -1.05772e-21 -1.70705e-21i m^2
plane-wave vs lattice-sum propagator, relative error 5.0e-09
3 layers, l <= 6, 569 beams (Numerov 101 beams, h = 0.005 nm); J in J m
J_atom: formula -9.91326e-29 -4.05118e-28i; finite diff -9.91326e-29 -4.05118e-28i
layer 0: atom -5.59016e-29 -2.47819e-28i; intra 4.22351e-29 +3.37689e-29i
  atom+intra -1.36665e-29 -2.14050e-28i; Numerov -1.36653e-29 -2.14050e-28i
layer 1: atom -2.58557e-29 -9.70165e-29i; intra 1.48441e-29 +1.32322e-29i
  atom+intra -1.10115e-29 -8.37842e-29i; Numerov -1.10109e-29 -8.37841e-29i
layer 2: atom -1.73754e-29 -6.02829e-29i; intra 6.54342e-30 +9.61997e-30i
  atom+intra -1.08319e-29 -5.06629e-29i; Numerov -1.08315e-29 -5.06628e-29i
J_intra = 6.36227e-29 +5.66211e-29i
J_inter_sph: MS -2.56611e-28 -2.80682e-28i; Numerov -2.56609e-28 -2.80681e-28i
J_inter_bar: MS 1.69844e-28 +3.27413e-28i; Numerov 1.69844e-28 +3.27413e-28i
J_surf_sph: MS -1.78774e-28 +1.17478e-28i; Numerov -1.78773e-28 +1.17478e-28i
J_surf_bar: MS -4.24402e-28 -1.96630e-28i; Numerov -4.24402e-28 -1.96630e-28i
J_total: MS -7.25452e-28 -3.80918e-28i; Numerov -7.25449e-28 -3.80917e-28i
J from emitted amplitude -7.25449e-28 -3.80917e-28i; Gamma1 int|chi|^2 = 3.80917e-28 J m
rate per cell, 3 layers = 1.81399e+16 1/(s J sr)
3 layers atom: -Im J = 4.0512e-28 J m, yield 5.8712e-06 1/(photon eV sr)
3 layers intra: -Im J = -5.6621e-29 J m, yield -8.2059e-07 1/(photon eV sr)
3 layers inter: -Im J = -4.6731e-29 J m, yield -6.7726e-07 1/(photon eV sr)
3 layers surf: -Im J = 7.9153e-29 J m, yield 1.1471e-06 1/(photon eV sr)
3 layers total: -Im J = 3.8092e-28 J m, yield 5.5205e-06 1/(photon eV sr)
14 layers atom: -Im J = 4.6508e-28 J m, yield 6.7402e-06 1/(photon eV sr)
14 layers intra: -Im J = -6.6147e-29 J m, yield -9.5864e-07 1/(photon eV sr)
14 layers inter: -Im J = -1.8137e-29 J m, yield -2.6285e-07 1/(photon eV sr)
14 layers surf: -Im J = 5.0107e-29 J m, yield 7.2619e-07 1/(photon eV sr)
14 layers total: -Im J = 4.3090e-28 J m, yield 6.2449e-06 1/(photon eV sr)
18 layers atom: -Im J = 4.6518e-28 J m, yield 6.7417e-06 1/(photon eV sr)
18 layers intra: -Im J = -6.6164e-29 J m, yield -9.5889e-07 1/(photon eV sr)
18 layers inter: -Im J = -1.7904e-29 J m, yield -2.5947e-07 1/(photon eV sr)
18 layers surf: -Im J = 5.0084e-29 J m, yield 7.2585e-07 1/(photon eV sr)
18 layers total: -Im J = 4.3120e-28 J m, yield 6.2492e-06 1/(photon eV sr)
14 and 18 layers use l <= 5, 293 beams
rate per cell, 18 layers = 2.0534e+16 1/(s J sr)
```
